# The Semi-Implicit Poisson Equation for Drift-Diffusion Plasma Models: verification in Python

```python
# Result under test: the semi-implicit Poisson equation
#   -div[(eps + dt*sigma) grad phi_new] = rho_old + dt*div(sum_s q_s D_s grad n_s_old)
# predicts the charge after a step dt and removes the limit dt <= 2*eps/sigma.
# Symbols: ne, ni electron and ion densities; mu mobility; D diffusivity;
# sigma conductivity; tau = eps/sigma; a = D*dt*k^2; b = dt/tau for a mode k.
# Grid: periodic, densities in cells, fields and fluxes on the faces between them.
import numpy as np
from scipy.constants import e as qe, epsilon_0 as eps
from scipy.optimize import minimize_scalar

N, length = 160, 0.04
h = length / N
n0, Te, Ti = 1e16, 3.0, 0.05          # m^-3, eV, eV
mu_e, mu_i = 30.0, 0.1                # m^2/(V s)
D_e, D_i = mu_e * Te, mu_i * Ti       # Einstein relation
x = (np.arange(N) + 0.5) * h
cell = np.arange(N)
nxt, prv = (cell + 1) % N, (cell - 1) % N


def face(u):
    return 0.5 * (u + u[nxt])


def grad(u):
    return (u[nxt] - u) / h


def div(f):
    return (f - f[prv]) / h


def elliptic(c):
    """Matrix of -div(c grad)."""
    A = np.zeros((N, N))
    A[cell, cell] = (c + c[prv]) / h**2
    A[cell, nxt] = -c / h**2
    A[cell, prv] = -c[prv] / h**2
    return A


def potential(c, rhs):
    A = elliptic(c)
    A[0, 0] *= 2.0                    # fixes the free constant of phi
    return np.linalg.solve(A, rhs)


def flux(n, sign, mu, D, E):
    return sign * mu * face(n) * E - D * grad(n)


def implicit_density(n, sign, mu, D, E, dt, source):
    left = sign * mu * E / 2 + D / h
    right = sign * mu * E / 2 - D / h
    A = np.zeros((N, N))
    A[cell, cell] = 1 + dt * (left - right[prv]) / h
    A[cell, nxt] = dt * right / h
    A[cell, prv] = -dt * left[prv] / h
    return np.linalg.solve(A, n + dt * source)


def step(ne, ni, dt, predict=True, implicit=True, keep_diffusion=True,
         ions_move=True, E0=0.0, source=0.0):
    """One time step; returns new densities and the field used on the faces."""
    mi, di = (mu_i, D_i) if ions_move else (0.0, 0.0)
    rhs = qe * (ni - ne)
    coef = np.full(N, eps)
    if predict:
        sigma = qe * (mu_e * face(ne) + mi * face(ni))
        coef = coef + dt * sigma
        rhs = rhs - dt * div(sigma * E0)
        if keep_diffusion:
            rhs = rhs + dt * div(qe * (di * grad(ni) - D_e * grad(ne)))
    E = E0 - grad(potential(coef, rhs))
    if implicit:
        ne_new = implicit_density(ne, -1, mu_e, D_e, E, dt, source)
        ni_new = ni
        if ions_move:
            ni_new = implicit_density(ni, 1, mi, di, E, dt, source)
    else:
        ne_new = ne + dt * (source - div(flux(ne, -1, mu_e, D_e, E)))
        ni_new = ni + dt * (source - div(flux(ni, 1, mi, di, E)))
    return ne_new, ni_new, E


sigma0 = qe * n0 * (mu_e + mu_i)
tau = eps / sigma0
tau_e = eps / (qe * n0 * mu_e)
debye = np.sqrt(eps * Te / (qe * n0))
k1 = 2 * np.pi / length
uniform = np.full(N, n0)
print(f"density {n0:.1e} m^-3, Te {Te} eV, Ti {Ti} eV")
print(f"mobilities: electron {mu_e}, ion {mu_i} m^2/(V s)")
print(f"diffusivities: electron {D_e:.1f}, ion {D_i:.4f} m^2/s")
print(f"period {length*100:.1f} cm, cells {N}, cell width {h*1e3:.3f} mm")
print(f"conductivity {sigma0:.5f} S/m")
print(f"relaxation time tau {tau*1e9:.4f} ns")
print(f"Debye length {debye*1e3:.4f} mm, k*Debye {k1*debye:.5f}")

# One-step gains measured on the nonlinear solver, ions fixed
delta = 1e-5


def measured_gain(m, dt, **options):
    ne = n0 * (1 + delta * np.cos(2 * np.pi * m * x / length))
    new = step(ne, uniform, dt, ions_move=False, **options)[0]
    return np.fft.fft(new - n0)[m] / np.fft.fft(ne - n0)[m]


def mode_numbers(m, dt, E0=0.0):
    th = 2 * np.pi * m / N
    a = D_e * dt * (2 - 2 * np.cos(th)) / h**2
    return a - 1j * mu_e * E0 * dt * np.sin(th) / h, dt / tau_e


worst = 0.0
for m in (1, 7, 30, 65):
    for ratio in (0.5, 5.0, 50.0):
        dt = ratio * tau_e
        a, b = mode_numbers(m, dt)
        worst = max(worst, abs(measured_gain(m, dt, predict=False)
                               - (1 - b) / (1 + a)))
        worst = max(worst, abs(measured_gain(m, dt, implicit=False)
                               - (1 - a) / (1 + b)))
        for E0 in (0.0, 2000.0):
            a, b = mode_numbers(m, dt, E0)
            G = (1 + a * b) / ((1 + a) * (1 + b))
            worst = max(worst, abs(measured_gain(m, dt, E0=E0) - G))
assert worst < 1e-5
print(f"largest gain error, measured minus formula {worst:.1e}")
lag_low = measured_gain(1, 1.9 * tau_e, predict=False).real
lag_high = measured_gain(1, 2.1 * tau_e, predict=False).real
assert abs(lag_low) < 1 < abs(lag_high)
print(f"lagged-field gain at 1.9 tau_e {lag_low:.4f}, at 2.1 tau_e {lag_high:.4f}")
for ratio in (1, 10, 500):
    g = measured_gain(1, ratio * tau_e).real
    print(f"semi-implicit gain, longest mode, dt/tau_e {ratio}: {g:.5f}")
print(f"true decay factor over one tau_e, no diffusion {np.exp(-1):.5f}")
g_short = measured_gain(N // 2 - 1, 500 * tau_e).real
assert 0.95 < g_short < 1
print(f"semi-implicit gain, shortest waves, dt/tau_e 500: {g_short:.5f}")

# Modulus inequality for complex a, and the step of strongest damping
rng = np.random.default_rng(4)
for _ in range(2000):
    a = 10**rng.uniform(-3, 3) + 1j * rng.normal() * 10**rng.uniform(-3, 3)
    b = 10**rng.uniform(-3, 3)
    gap = abs((1 + a) * (1 + b))**2 - abs(1 + a * b)**2
    form = abs(a + b)**2 + 2 * (a.real * (1 + b*b) + b * (1 + abs(a)**2))
    assert form > 0 and abs(gap - form) < 1e-11 * abs((1 + a) * (1 + b))**2
kappa = 0.1
best = minimize_scalar(lambda s: (1 + kappa**2 * np.exp(2*s))
                       / ((1 + kappa**2 * np.exp(s)) * (1 + np.exp(s))),
                       bounds=(-5, 12), method="bounded",
                       options={"xatol": 1e-9})
assert abs(np.exp(best.x) * kappa - 1) < 1e-4
assert abs(best.fun - 2 * kappa / (1 + kappa)**2) < 1e-8
print(f"k*Debye {kappa}: best dt/tau_e {np.exp(best.x):.3f}, gain {best.fun:.5f}")

# Two mobile species: measured 2x2 matrix against the determinant formulas
m, dt = 20, 50 * tau
wave = n0 * delta * np.cos(2 * np.pi * m * x / length)
M = np.zeros((2, 2))
for col in range(2):
    out = step(uniform + wave * (col == 0), uniform + wave * (col == 1), dt)
    for row in range(2):
        M[row, col] = (np.fft.fft(out[row] - n0)[m] / np.fft.fft(wave)[m]).real
k2 = (2 - 2 * np.cos(2 * np.pi * m / N)) / h**2
ae, ai = D_e * dt * k2, D_i * dt * k2
be, bi = qe * n0 * mu_e * dt / eps, qe * n0 * mu_i * dt / eps
norm = (1 + be + bi) * (1 + ae) * (1 + ai)
det_gap = (ae * ai + be * ai + bi * ae) / norm
det_M = (1 + ae * be + ai * bi) / norm
assert abs(np.linalg.det(np.eye(2) - M) / det_gap - 1) < 1e-4
assert abs(np.linalg.det(M) / det_M - 1) < 1e-5
print(f"two species, dt/tau 50, mode {m}: det(I-M) {det_gap:.6f}, det M {det_M:.5f}")
largest = 0.0
for _ in range(3000):
    ae, ai, be, bi = 10**rng.uniform(-3, 3, 4)
    response = np.array([-(1 - ae), 1 - ai]) / (1 + be + bi)
    R = np.eye(2) + np.outer([be, -bi], response)
    R = R / np.array([[1 + ae], [1 + ai]])
    largest = max(largest, np.abs(np.linalg.eigvals(R)).max())
assert largest < 1 + 1e-12
print(f"largest eigenvalue modulus below 1 by {1-largest:.1e} in 3000 random cases")

# Same flux in predictor and update: Gauss's law exact, ionization included
profile = n0 * (1 + 0.5 * np.cos(k1 * x))
ne = profile + 1e-3 * n0 * np.sin(3 * k1 * x)
ionization = 1e20 * (1 + np.sin(k1 * x))
ne2, ni2, E = step(ne, profile, 20 * tau, implicit=False, source=ionization)
rho = qe * (ni2 - ne2)
gauss_same = np.abs(rho - eps * div(E)).max() / np.abs(rho).max()
assert gauss_same < 1e-8
print(f"Gauss residual, same flux, dt/tau 20: {gauss_same:.1e} of peak charge")

# Implicit densities: mismatch of second order in dt
mismatch = []
for ratio in (0.04, 0.02):
    ne2, ni2, E = step(profile, profile, ratio * tau)
    mismatch.append(np.abs(qe * (ni2 - ne2) - eps * div(E)).max())
order = np.log2(mismatch[0] / mismatch[1])
assert abs(order - 2) < 0.05
print(f"order in dt of the one-step charge mismatch {order:.3f}")

# Steady state with fixed ions against Poisson-Boltzmann
phi = Te * np.log(profile / n0)
lap = elliptic(np.full(N, eps))
for _ in range(20):
    boltz = n0 * np.exp(phi / Te)
    residual = lap @ phi - qe * (profile - boltz)
    phi = phi - np.linalg.solve(lap + np.diag(qe * boltz / Te), residual)
rho_pb = qe * (profile - n0 * np.exp(phi / Te))
E_pb = -grad(phi)
print(f"Poisson-Boltzmann peak charge {np.abs(rho_pb).max()*1e6:.4f} uC/m^3")
for keep in (True, False):
    ne = profile.copy()
    for _ in range(600):
        ne, _ions, E = step(ne, profile, 50 * tau_e, ions_move=False,
                            keep_diffusion=keep)
    rho = qe * (profile - ne)
    gauss = np.abs(rho - eps * div(E)).max() / np.abs(eps * div(E)).max()
    if keep:
        assert gauss < 1e-5
        assert np.abs(rho - rho_pb).max() < 5e-3 * np.abs(rho_pb).max()
        assert np.abs(E - E_pb).max() < 1e-3 * np.abs(E_pb).max()
    else:
        assert gauss > 10
    name = "kept" if keep else "dropped"
    print(f"diffusion term {name}: peak charge {np.abs(rho).max()*1e6:.4f} uC/m^3,"
          f" Gauss residual {gauss:.1e}")

# Worked example: ambipolar decay at 500 relaxation times per step
ratio, steps = 500, 800
dt = ratio * tau
ne, ni = profile.copy(), profile.copy()
for _ in range(steps):
    ne, ni, E = step(ne, ni, dt)
t_end = steps * dt
amp = 2 * abs(np.fft.fft(ni)[1]) / N / n0
rate = np.log(0.5 / amp) / t_end
D_a = (mu_i * D_e + mu_e * D_i) / (mu_i + mu_e)
assert abs(rate / (D_a * k1**2) - 1) < 0.01
E_amb = -(D_e - D_i) / (mu_e + mu_i) * grad(ni) / face(ni)
assert np.abs(E - E_amb).max() < 0.02 * np.abs(E_amb).max()
left_over = np.abs(qe * (ni - ne) - eps * div(E)).max()
assert left_over < 1e-3 * qe * n0
print(f"run: dt {dt*1e9:.2f} ns, dt/tau {ratio}, steps {steps}, time {t_end*1e6:.2f} us")
print(f"permittivity factor 1+dt/tau at mean density {1+ratio}")
print(f"modulation amplitude: start 0.5, end {amp:.5f}")
print(f"ambipolar diffusivity {D_a:.5f} m^2/s")
print(f"decay rate: run {rate:.1f} s^-1, ambipolar theory {D_a*k1**2:.1f} s^-1")
print(f"peak field: run {np.abs(E).max():.2f} V/m, theory {np.abs(E_amb).max():.2f} V/m")
print(f"charge mismatch at end: {left_over/(qe*n0):.2e} of e*n0,"
      f" {left_over/np.abs(eps*div(E)).max():.3f} of peak eps*div(E)")
print(f"steps for a lagged field at its limit 2 tau {t_end/(2*tau):.0f}")

# The lagged field on the same profile at three relaxation times per step
ne, ni = profile.copy(), profile.copy()
start_field = np.abs((D_e - D_i) / (mu_e + mu_i) * grad(ni) / face(ni)).max()
for _ in range(6):
    ne, ni, E = step(ne, ni, 3 * tau, predict=False)
growth = np.abs(E).max() / start_field
assert growth > 20
print(f"lagged field, dt/tau 3, 6 steps: peak field {growth:.0f} times ambipolar")
print("done: every assertion held")
```

Running it gives:

```
density 1.0e+16 m^-3, Te 3.0 eV, Ti 0.05 eV
mobilities: electron 30.0, ion 0.1 m^2/(V s)
diffusivities: electron 90.0, ion 0.0050 m^2/s
period 4.0 cm, cells 160, cell width 0.250 mm
conductivity 0.04823 S/m
relaxation time tau 0.1836 ns
Debye length 0.1288 mm, k*Debye 0.02023
largest gain error, measured minus formula 5.4e-06
lagged-field gain at 1.9 tau_e -0.8993, at 2.1 tau_e -1.0991
semi-implicit gain, longest mode, dt/tau_e 1: 0.50000
semi-implicit gain, longest mode, dt/tau_e 10: 0.09424
semi-implicit gain, longest mode, dt/tau_e 500: 0.17110
true decay factor over one tau_e, no diffusion 0.36788
semi-implicit gain, shortest waves, dt/tau_e 500: 0.99613
k*Debye 0.1: best dt/tau_e 10.000, gain 0.16529
two species, dt/tau 50, mode 20: det(I-M) 0.002939, det M 0.86725
largest eigenvalue modulus below 1 by 1.0e-03 in 3000 random cases
Gauss residual, same flux, dt/tau 20: 4.5e-12 of peak charge
order in dt of the one-step charge mismatch 2.038
Poisson-Boltzmann peak charge 0.6519 uC/m^3
diffusion term kept: peak charge 0.6519 uC/m^3, Gauss residual 1.8e-08
diffusion term dropped: peak charge 16.6371 uC/m^3, Gauss residual 2.6e+01
run: dt 91.80 ns, dt/tau 500, steps 800, time 73.44 us
permittivity factor 1+dt/tau at mean density 501
modulation amplitude: start 0.5, end 0.28835
ambipolar diffusivity 0.30399 m^2/s
decay rate: run 7495.1 s^-1, ambipolar theory 7500.6 s^-1
peak field: run 141.35 V/m, theory 141.40 V/m
charge mismatch at end: 5.68e-05 of e*n0, 0.344 of peak eps*div(E)
steps for a lagged field at its limit 2 tau 200000
lagged field, dt/tau 3, 6 steps: peak field 123 times ambipolar
done: every assertion held
```
